# Occupied bandwidth of jellium in Hartree-Fock theory

## Problem

Jellium is a gas of interacting electrons in a rigid, uniform positive background that makes the whole neutral. Let the gas be spin-unpolarized, with plane-wave orbitals filled up to the Fermi wave number $k_F$. The occupied bandwidth $W$ is the highest occupied orbital energy minus the lowest.

(a) Find $W$ in Hartree-Fock theory as a function of $k_F$.

(b) Evaluate it at $r_s=3.93$ bohr, an input chosen to represent the valence density of sodium ($r_s$ about 3.9 bohr), and compare it with the width for free electrons. Here $r_s$ is the radius of a sphere that holds one electron on average.

The algebra uses atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all 1.

## A tempting wrong solution

The exchange energy per electron of the uniform gas is $e_x=-3k_F/(4\pi)$. Since $k_F\propto n^{1/3}$, where $n$ is the electron density, the exchange energy per volume $n e_x$ varies as $n^{4/3}$. The exchange potential is its derivative:

$$v_x=\frac{d(n e_x)}{dn}=\frac43\,e_x=-\frac{k_F}{\pi}.$$

The density is uniform, so this potential is the same everywhere. It lowers every orbital energy by the same amount and drops out of the difference between top and bottom. Hence $W=k_F^2/2$, the free-electron value, which is 3.2 eV for sodium.

## Where the fault lies

Both $e_x$ and $v_x$ are correct, as shown below. The fault is the assumption that exchange acts on every orbital through $v_x$. That holds in Kohn-Sham theory with local exchange, where the potential multiplies the orbital. In Hartree-Fock theory exchange is a nonlocal operator, and its effect on a plane wave can depend on the wave vector $\mathbf k$.

The two quantities are different derivatives of one energy. Let $f_{\mathbf k}$ be the occupation of a plane wave of given spin, $V$ the volume, and $v(q)$ the Fourier transform of the interaction. The exchange energy is

$$E_x=-\frac{1}{2V}\sum_{\text{spins}}\sum_{\mathbf k,\mathbf k'}f_{\mathbf k}f_{\mathbf k'}\,v(|\mathbf k-\mathbf k'|).$$

Differentiating with respect to one $f_{\mathbf k}$ gives two equal terms, which cancel the factor $\tfrac12$. The result is the exchange part of that orbital's energy:

$$\Sigma(k)=\frac{\partial E_x}{\partial f_{\mathbf k}}=-\frac1V\sum_{\mathbf k'}f_{\mathbf k'}\,v(|\mathbf k-\mathbf k'|).$$

The derivative with respect to density asks something else. When the density is raised at fixed volume, the new electrons enter at the Fermi surface, so $v_x=\Sigma(k_F)$. The wrong solution takes this value at the top of the band and uses it for the bottom as well.

## Right solution

**Density and Fermi wave number.** There are $V/(2\pi)^3$ plane waves per unit volume of $\mathbf k$ space for each spin, so

$$n=2\cdot\frac{1}{(2\pi)^3}\cdot\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

By definition $n=3/(4\pi r_s^3)$. Equating the two gives $k_F^3=9\pi/(4r_s^3)$, or

$$k_F=\left(\frac{9\pi}{4}\right)^{1/3}\frac1{r_s}.$$

**The Fock operator on a plane wave.** The electron density is uniform, so its Hartree potential cancels the potential of the background. Kinetic energy and exchange remain. With $\varphi_{\mathbf k}(\mathbf r)=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$, the exchange part $K$ of the Fock operator gives

$$(K\varphi_{\mathbf k})(\mathbf r)=-\sum_{k'<k_F}\varphi_{\mathbf k'}(\mathbf r)\int d^3r'\,\frac{\varphi^*_{\mathbf k'}(\mathbf r')\,\varphi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}.$$

The sum runs over orbitals of the same spin as $\varphi_{\mathbf k}$, because the spin overlap is zero otherwise. Put $\mathbf r'=\mathbf r+\mathbf s$. The integral becomes

$$\frac1V\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}\int d^3s\,\frac{e^{i(\mathbf k-\mathbf k')\cdot\mathbf s}}{s}.$$

Multiplied by $\varphi_{\mathbf k'}(\mathbf r)$, the phase turns into $e^{i\mathbf k\cdot\mathbf r}$. The plane wave is therefore an eigenfunction of $K$, and the filled sphere solves the Hartree-Fock equations self-consistently. Whether another solution has lower energy is a separate question, not treated here.

The remaining integral is the Fourier transform of $1/s$. A factor $e^{-\kappa s}$ makes it converge. The angular integration of $e^{i\mathbf q\cdot\mathbf s}$ gives $4\pi\sin(qs)/(qs)$, so

$$\int d^3s\,\frac{e^{-\kappa s}}{s}e^{i\mathbf q\cdot\mathbf s}=\frac{4\pi}{q}\int_0^\infty e^{-\kappa s}\sin(qs)\,ds=\frac{4\pi}{q}\,\mathrm{Im}\,\frac{1}{\kappa-iq}=\frac{4\pi}{q^2+\kappa^2}.$$

For $\kappa\to0$ this is $v(q)=4\pi/q^2$. In a finite periodic cell of edge $L$ the term $\mathbf k'=\mathbf k$, where $v$ is infinite, needs separate treatment; simply dropping it leaves an error in $\Sigma$ that falls only as $1/L$. In the limit of large volume the sum over $\mathbf k'$ becomes an integral:

$$\Sigma(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.$$

The singularity at $\mathbf k'=\mathbf k$ is harmless: a ball of radius $\delta$ around it contributes a magnitude of at most $2\delta/\pi$ (about half of that at $k=k_F$, where half the ball is empty), which vanishes with $\delta$.

**The integral.** Take $\mathbf q=\mathbf k'-\mathbf k$ as the new variable, in spherical coordinates centred on $\mathbf k$. The volume element contains $q^2$, which cancels the $1/q^2$ of the interaction. Each direction then contributes the distance $c$ from $\mathbf k$ to the Fermi surface.

Let $u$ be the cosine of the angle between $\mathbf q$ and $\mathbf k$. On the surface $|\mathbf k+\mathbf q|^2=k_F^2$, that is $q^2+2kuq+k^2-k_F^2=0$. The root that is not negative is

$$c(u)=-ku+\sqrt{k_F^2-k^2(1-u^2)}.$$

The integral over the azimuth gives $2\pi$, so

$$\Sigma(k)=-\frac{4\pi}{8\pi^3}\cdot2\pi\int_{-1}^{1}c(u)\,du=-\frac1\pi\int_{-1}^{1}c(u)\,du.$$

The term $-ku$ is odd and integrates to zero. The square root is even, so its integral is twice that from 0 to 1:

$$\Sigma(k)=-\frac2\pi\int_0^1\sqrt{k_F^2-k^2(1-u^2)}\;du.$$

**The edges of the band.** For every $u<1$ the square root falls as $k$ grows, so $\Sigma(k)$ becomes less negative. The kinetic energy $k^2/2$ also rises. The lowest occupied orbital is therefore at $k=0$ and the highest at $k=k_F$.

At $k=0$ the square root equals $k_F$. At $k=k_F$ it equals $k_Fu$, whose integral is $k_F/2$. Hence

$$\Sigma(0)=-\frac{2k_F}{\pi},\qquad \Sigma(k_F)=-\frac{k_F}{\pi}.$$

The width is

$$W=\left[\frac{k_F^2}{2}-\frac{k_F}{\pi}\right]-\left[0-\frac{2k_F}{\pi}\right]=\frac{k_F^2}{2}+\frac{k_F}{\pi}.$$

Fock exchange widens the occupied band by $k_F/\pi$. The geometry shows why. The exchange energy is $-2/\pi$ times the distance to the Fermi surface, averaged over directions. From the centre this distance is $k_F$. From a point on the surface, half of all directions leave the sphere at once, and the average is $k_F/2$. An electron at the bottom of the band has more occupied states close to it in $\mathbf k$ space, and exchange binds it more strongly.

**Check of the energy used in the wrong solution.** The exchange energy per electron is half the average of $\Sigma$ over the occupied sphere, since each pair is counted twice in the sum. With $x=k/k_F$ the average has weight $3x^2\,dx$:

$$e_x=-\frac{k_F}{\pi}\int_0^1 3x^2\,dx\int_0^1\sqrt{1-x^2+x^2u^2}\;du.$$

Substitute $w=xu$, so that $x\,du=dw$, and exchange the order of integration. For given $w$, $x$ runs from $w$ to 1:

$$\int_0^1dw\int_w^1 3x\sqrt{1+w^2-x^2}\,dx=\int_0^1dw\left[-(1+w^2-x^2)^{3/2}\right]_{x=w}^{x=1}=\int_0^1(1-w^3)\,dw=\frac34.$$

This gives $e_x=-3k_F/(4\pi)$ and confirms $v_x=-k_F/\pi=\Sigma(k_F)$. Local and Fock exchange place the top of the band at the same energy; the Fock operator puts the bottom lower by $k_F/\pi$.

## Numbers for the density of sodium

For $r_s=3.93$ bohr, $k_F=0.48834$ bohr$^{-1}$. Then

$$\frac{k_F^2}{2}=\frac{0.48834^2}{2}=0.11924\ \text{hartree}=3.24\ \text{eV},$$

$$\frac{k_F}{\pi}=\frac{0.48834}{3.14159}=0.15544\ \text{hartree}=4.23\ \text{eV}.$$

The sum is $W=0.27468$ hartree $=7.47$ eV, or about 7.5 eV against 3.2 eV for free electrons. Within the band the energies, in eV, are:

| $k/k_F$ | kinetic | exchange | sum |
|---|---|---|---|
| 0 | 0.00 | −8.46 | −8.46 |
| 0.5 | 0.81 | −7.71 | −6.90 |
| 0.9 | 2.63 | −5.54 | −2.92 |
| 1 | 3.24 | −4.23 | −0.99 |

The numerical check checks the formula for $\Sigma(k)$ against an integral in real space, and $e_x$ and $v_x$ against an independent library of functionals.

## What the result means

The widening relative to the free width is $(k_F/\pi)/(k_F^2/2)=2/(\pi k_F)$, which is 1.30 here. At high density this ratio tends to zero, although the widening itself grows in proportion to $k_F$.

The 7.5 eV belongs to jellium in Hartree-Fock theory. It leaves out the crystal lattice, the ion cores and all correlation. It is therefore not a prediction for the occupied width of sodium metal.

The table shows a further feature: exchange rises steeply near $k_F$. For $k<k_F$, differentiation under the integral gives

$$\frac{d\Sigma}{dk}=\frac{2k}{\pi}\int_0^1\frac{1-u^2}{\sqrt{k_F^2-k^2(1-u^2)}}\,du.$$

As $k\to k_F$ the integrand approaches $(1-u^2)/(k_Fu)$, whose integral diverges logarithmically at $u=0$. The density of states is proportional to $k^2$ divided by the slope of the orbital energy, so in this theory it falls to zero at the Fermi level.

A simple model shows how much depends on the interaction being unscreened. Let $\phi(r)$ be the potential energy of an electron at distance $r$ from a test electron. In the static Thomas-Fermi model the gas responds with a density change $-(dn/d\mu)\,\phi$, where $\mu=k_F^2/2$. Poisson's equation becomes

$$\nabla^2\phi=-4\pi\delta(\mathbf r)+\kappa^2\phi,\qquad \kappa^2=4\pi\frac{dn}{d\mu}=4\pi\,\frac{k_F^2/\pi^2}{k_F}=\frac{4k_F}{\pi}.$$

Its Fourier transform is $(q^2+\kappa^2)\,\phi(q)=4\pi$, so by the transform found above $\phi=e^{-\kappa r}/r$. With this interaction in the Fock operator, each direction contributes

$$\int_0^c\frac{q^2}{q^2+\kappa^2}\,dq=c-\kappa\arctan\frac c\kappa$$

instead of $c$. At the density of sodium the screening length $1/\kappa$ is 0.67 Å, well below $r_s=2.08$ Å, so screening weakens the interaction at typical electron spacings and not just in the far tail. The widening drops from 4.2 eV to about 0.2 eV. The Thomas-Fermi response is valid for $q\ll2k_F$, whereas exchange samples $q$ up to $2k_F$ and here $\kappa$ is about $0.8\cdot2k_F$. The figure is therefore a rough size; static Lindhard screening moves it from 0.18 to 0.16 eV. In this model, then, most of the widening comes from the part of the interaction that screening removes. This is not a full account of correlation, which also changes orbital energies in other ways.

The result carries over to a hybrid that mixes a fraction $a$ of the bare Fock operator with a local multiplicative potential. In the uniform gas that potential is constant, the orbitals remain plane waves, and the band widens by $a\,k_F/\pi$.

## Computed results

```
hartree energy: 27.2114 eV
bohr radius: 0.52918 angstrom
rs (input): 3.93 bohr
rs: 2.080 angstrom
kF: 0.48834 1/bohr
kF: 0.9228 1/angstrom
k/kF, kinetic, Fock exchange, orbital energy (eV):
  0.00    0.000   -8.460   -8.460
  0.25    0.203   -8.281   -8.078
  0.50    0.811   -7.715   -6.904
  0.75    1.825   -6.630   -4.805
  0.90    2.628   -5.544   -2.916
  1.00    3.245   -4.230   -0.985
free-electron width kF^2/2: 0.11924 hartree
free-electron width kF^2/2: 3.245 eV
exchange widening kF/pi: 0.15544 hartree
exchange widening kF/pi: 4.230 eV
Hartree-Fock width: 0.27468 hartree
Hartree-Fock width: 7.474 eV
Hartree-Fock / free width: 2.304 (no unit)
mean exchange energy per electron: -3.172 eV
local exchange potential (libxc): -4.230 eV
Thomas-Fermi kappa: 1.490 1/angstrom
screening length 1/kappa: 0.671 angstrom
widening with screened exchange: 0.181 eV
```
